# Ballistic lower bound on specific contact resistivity for one spherical valley

## A. The limit left when the barrier is gone

A metal covers a heavily doped semiconductor. Raising the doping thins the barrier between them, and the contact resistance falls. Even if the barrier vanished and every electron arriving from the semiconductor entered the metal, a finite voltage would still be needed to drive a current. The semiconductor offers a finite number of transverse modes per unit area, and each carries a limited current per volt.

Consider a wide planar contact of area $A$, with its normal along $z$. The semiconductor has one isotropic valley with twofold spin degeneracy, effective mass $m$ and mobile-carrier density $n$. It is homogeneous beyond the interface region. Carriers are independent and cross the interface elastically and coherently. Any depletion layer belongs to the interface region and acts through its transmission.

The voltage needs a definition. Let $\mu_m$ and $\mu_s$ be the electrochemical potentials of the populations **incident** on the interface from the metal and from the semiconductor. With $e>0$, set $eV=\mu_m-\mu_s$, and count $J$ as positive when electrons flow from the metal into the semiconductor. The specific contact resistivity is

$$\rho_c=\lim_{V\to0}\frac{V}{J}.$$

For this definition, at zero temperature,

$$\boxed{\rho_c\ \ge\ \rho_0=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2}=\frac{2\pi h}{e^2(3\pi^2n)^{2/3}}},\qquad k_F=(3\pi^2n)^{1/3}.$$

A contact resistivity obtained by extrapolating resistance to zero semiconductor length uses a different voltage, and $\rho_0$ does not bound it. Section F gives the conversion.

## B. Counting modes and their current

Take a square cross-section of side $W$, $A=W^2$, with periodic transverse conditions. The allowed transverse wave vectors are $\mathbf k_\parallel=(2\pi/W)(n_x,n_y)$ with integer $n_x,n_y$, so each occupies an area $(2\pi)^2/A$. At energy

$$E=\frac{\hbar^2k^2}{2m}=\frac{\hbar^2(k_\parallel^2+k_z^2)}{2m}$$

a mode propagates if $k_z$ is real, that is, if $k_\parallel<k$. The open modes fill a disk of area $\pi k^2$. Per spin,

$$\frac{M(E)}{A}=\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{4\pi}=\frac{mE}{2\pi\hbar^2}.$$

For one mode and one spin, the rate at which occupied states arrive at the interface is

$$\int_{k_z>0}\frac{dk_z}{2\pi}\,v_z f
=\int\frac{dk_z}{2\pi}\,\frac1\hbar\frac{\partial E}{\partial k_z}\,f
=\frac1h\int f\,dE.$$

The velocity has cancelled against the one-dimensional density of states. A fast mode and a slow mode therefore bring the same current per unit energy.

Let $T_j(E)$ be the probability that a carrier incident in semiconductor mode $j$ leaves through any metal mode, and let $\mathcal T=\sum_jT_j$. The total for carriers incident from the metal is the same. To see this, write the scattering probabilities as $|S_{ij}|^2$. Unitarity makes every row and every column of this array sum to one. Summing the columns that belong to incoming semiconductor modes gives

$$R_{ss}+\mathcal T_{m\leftarrow s}=M,$$

where $R_{ss}$ is the total reflection within the semiconductor. Summing the rows that belong to outgoing semiconductor modes gives $R_{ss}+\mathcal T_{s\leftarrow m}=M$. Hence $\mathcal T_{m\leftarrow s}=\mathcal T_{s\leftarrow m}=\mathcal T$. With a factor two for spin,

$$J=\frac{2e}{hA}\int\mathcal T(E)\,[f_m(E)-f_s(E)]\,dE.$$

The bracket is already of first order in $V$, namely $(-\partial f/\partial E)\,eV$, so the zero-bias $\mathcal T$ suffices. At zero temperature $-\partial f/\partial E$ becomes a delta function at $E_F$, and

$$\frac1{\rho_c}=\frac{2e^2}{h}\,\frac{\mathcal T(E_F)}A .$$

Each $T_j$ is a probability, so $\mathcal T\le M$ and

$$\rho_c\ge\frac{h}{2e^2}\,\frac{A}{M(E_F)}=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2}.$$

Equality requires $T_j=1$ for every open semiconductor mode. If the metal has fewer modes than the semiconductor, its count sets a stricter bound.

Conservation of $\mathbf k_\parallel$ was not used. Roughness may send one semiconductor mode into many metal modes, but the probabilities still sum to at most one. This was tested on a two-dimensional lattice strip with 3 open semiconductor modes and 9 open metal modes. Over 400 random interfaces, an average of 17% of the transmission changed the mode index. The largest total transmission was 2.59, below the limit of 3.

## C. Eliminating the Fermi wave number

The filled Fermi sphere contains

$$n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},$$

which gives $k_F=(3\pi^2n)^{1/3}$ and the boxed formula. The mass has dropped out. A heavier mass lowers the velocity and raises the density of states by compensating factors, while $n$ alone fixes the size of the Fermi sphere. The same argument covers a non-parabolic valley at zero temperature, provided that its energy is isotropic and rises steadily with $k$: the disk of modes and the sphere of states are unchanged.

The result also follows without modes, from the flux of particles through a plane. With $c=\cos\theta$ measured from the normal, the one-way flux is

$$\Phi=\frac{2}{(2\pi)^3}\,2\pi\int_0^\infty k^2f\,\frac{\hbar k}{m}\,dk\int_0^1c\,dc
=\frac{\hbar}{4\pi^2m}\int_0^\infty k^3f\,dk .$$

At zero temperature the integral is $k_F^4/4$. Since $dk_F/d\mu=m/(\hbar^2k_F)$,

$$e^2\frac{d\Phi}{d\mu}=e^2\,\frac{\hbar k_F^3}{4\pi^2m}\,\frac{m}{\hbar^2k_F}
=\frac{e^2k_F^2}{4\pi^2\hbar}=\frac{e^2k_F^2}{2\pi h}=\frac1{\rho_0}.$$

Quadrature of the density and flux at 30 K, followed by a finite difference in $\mu$, reproduced $\rho_0$ to within a relative $2\times10^{-4}$ at three densities. At fixed density, masses of $0.1\,m_e$ and $0.4\,m_e$ gave the same value to within $5\times10^{-4}$.

If $g$ identical spherical valleys share the density equally, each has density $n/g$ and their conductances add. The total conductance is proportional to $g(n/g)^{2/3}=g^{1/3}n^{2/3}$, so the bound is $\rho_0(n)/g^{1/3}$. Inserting the total density into the one-valley formula would then overestimate the bound. The cancellation of the mass requires isotropy. For an ellipsoidal valley with masses $m_x,m_y,m_z$ along the axes, the mode count scales as $\sqrt{m_xm_y}\,E_F$ and the density as $\sqrt{m_xm_ym_z}\,E_F^{3/2}$, so the bound is multiplied by $(m_z^2/m_xm_y)^{1/6}$. For a silicon valley ($0.916\,m_e$ and $0.19\,m_e$) this factor is 1.69 with the long axis normal to the contact and 0.77 with it in the plane. The spherical formulas are therefore not bounds for such a material, and the modes must be counted valley by valley.

## D. Finite temperature

With full transmission at all energies, integration by parts gives

$$\frac1\rho=\frac{2e^2}{h}\int_0^\infty\frac{mE}{2\pi\hbar^2}\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_0^\infty f\,dE .$$

The boundary term vanishes because $Ef$ is zero at both ends. The remaining integral is elementary:

$$\frac1\rho=\frac{2e^2}{h}\,\frac{mk_BT}{2\pi\hbar^2}\,\ln\!\left(1+e^{\mu/k_BT}\right).$$

**Degenerate limit.** For $\mu\gg k_BT$ the product $k_BT\ln(1+e^{\mu/k_BT})$ tends to $\mu$, with an exponentially small error. Thus $\rho/\rho_0=E_F/\mu$. The density of states varies as $\sqrt E$, so the Sommerfeld expansion at fixed $n$ reads

$$E_F^{3/2}=\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2+\dots\right].$$

Raising both sides to the power $2/3$ and solving for $\mu$ to leading order gives

$$\mu\simeq E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right],\qquad
\frac{\rho}{\rho_0}\simeq1+\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .$$

The mass returns through $E_F$. To this order the thermal change is upward, so $\rho_0$ remains a lower bound.

**Dilute limit.** For $\mu\ll-k_BT$ the logarithm becomes $e^{\mu/k_BT}$, while $n=2(mk_BT/2\pi\hbar^2)^{3/2}e^{\mu/k_BT}$. Eliminating the exponential,

$$\frac1\rho=\frac{e^2n}{h}\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{-1/2}
=\frac{e^2n}{\sqrt{2\pi mk_BT}} .$$

Here $\rho$ varies as $1/n$ and depends on both mass and temperature. The degenerate formula is no estimate of $\rho$ in this regime, although it remains a lower bound at any temperature. With the weight $-\partial f/\partial E$, whose integral over $E>0$ is at most one, $1/\rho=(2e^2/h)\langle k^2\rangle/4\pi$ and $n=\langle k^3\rangle/3\pi^2$, and Hölder's inequality gives $\langle k^2\rangle\le\langle k^3\rangle^{2/3}=k_F^2$.

## E. An abrupt interface without a barrier

Removing the barrier does not by itself give $T_j=1$. Let the interface be flat, so that $\mathbf k_\parallel$ is conserved, and let the metal have free-electron mass $m_e$ and Fermi wave number $k_m$. Take normal wave numbers $k_z$ in the semiconductor and $q_z$ in the metal, and waves $e^{ik_zz}+re^{-ik_zz}$ and $te^{iq_zz}$. In the effective-mass model, $\psi$ and $\psi'/\text{mass}$ are continuous. With normal velocities $v_s=\hbar k_z/m$ and $v_m=\hbar q_z/m_e$,

$$1+r=t,\qquad v_s(1-r)=v_mt .$$

Substituting $r=t-1$ into the second condition gives $v_s(2-t)=v_mt$, so $t=2v_s/(v_s+v_m)$. The transmission is a ratio of fluxes:

$$T=\frac{v_m}{v_s}\,t^2=\frac{4v_sv_m}{(v_s+v_m)^2}.$$

It equals one where the normal velocities match. Modes are uniformly spread over the disk $k_\parallel<k_F$, hence uniformly in $s=k_\parallel^2/k_F^2$. The mean transmission and the resistivity are

$$\bar T=\int_0^1T(s)\,ds,\qquad \rho_c=\frac{\rho_0}{\bar T},$$

with $v_s=\hbar k_F\sqrt{1-s}/m$ and $v_m=\hbar\sqrt{k_m^2-sk_F^2}/m_e$. At the edge of the disk $v_s$ vanishes while $v_m$ stays finite for $k_m>k_F$, so $T\to0$ there. Hence $\bar T<1$ even when normal incidence is fully transparent. If $v_s\le v_m$ at normal incidence, $v_s/v_m$ only moves further from one as $s$ grows, and $\bar T$ lies below the normal-incidence value. If $v_s>v_m$ at normal incidence, as for a sufficiently light mass, $T$ first rises to one at an oblique angle, and $\bar T$ can exceed the normal-incidence value.

## F. What extrapolation to zero length measures

Place a semiconductor slab of length $L$ between two fully transmitting contacts. Let carriers scatter elastically and isotropically with mean free path $\lambda$, neglecting interference between scattering events. Scale the excess population at $E_F$ to one for carriers entering from the left contact and to zero for those entering from the right. The resistance–area product is $\rho_0/T_{\rm slab}$, where $T_{\rm slab}$ is averaged over incident modes.

A two-stream model assigns all carriers direction cosines $\pm c_0$, with populations $f_+$ and $f_-$. Isotropic scattering drives both towards their mean $\phi=(f_++f_-)/2$:

$$c_0\lambda\frac{df_+}{dz}=-(f_+-\phi),\qquad
-c_0\lambda\frac{df_-}{dz}=-(f_--\phi).$$

Inserting $\phi$ shows that both derivatives equal $-(f_+-f_-)/(2c_0\lambda)$. The difference $f_+-f_-$ is therefore constant. At $z=L$, $f_-=0$ and $f_+=T_{\rm slab}$, so the constant is $T_{\rm slab}$. Integrating $f_+$ from its value of one at $z=0$,

$$T_{\rm slab}=1-\frac{L}{2c_0\lambda}T_{\rm slab}
\quad\Rightarrow\quad \frac1{T_{\rm slab}}=1+\frac{L}{2c_0\lambda}.$$

Uniform filling of the mode disk gives the weight $ds=2c\,dc$ in magnitude, because $s=1-c^2$. The mean cosine is $c_0=\int_0^12c^2\,dc=2/3$, and the slope is $3/(4\lambda)$. This agrees with the Drude resistivity:

$$\rho_{\rm bulk}=\frac{mv_F}{ne^2\lambda}=\frac{\hbar k_F}{ne^2\lambda}
=\frac{3\pi^2\hbar}{e^2k_F^2\lambda}=\frac{3}{4\lambda}\,\frac{4\pi^2\hbar}{e^2k_F^2}=\frac{3\rho_0}{4\lambda}.$$

The total is thus $\rho_0+\rho_{\rm bulk}L$. Extrapolation to $L=0$ leaves $\rho_0$ for **two** contacts, or $\rho_0/2$ each.

The same solution shows why the definitions differ. At the left contact $f_+=1$ and $f_-=1-T_{\rm slab}$. From the metal to the population incident from the semiconductor, the drop is $T_{\rm slab}$, which gives $\rho_0$. From the metal to the mean population $\phi=1-T_{\rm slab}/2$, the drop is half as large.

For an interface of transmission $\tau$, the entering population is $f_+=\tau+(1-\tau)f_-$. The net flux is $F=f_+-f_-=\tau(1-f_-)$, so $1-f_-=F/\tau$. Since $\phi=f_-+F/2$, the two-stream extrapolated resistivity per contact is

$$\rho_{\rm ext}=\rho_0\,\frac{1-\phi}{F}=\rho_0\left(\frac1\tau-\frac12\right).$$

Within the two-stream model, a device calculation whose local electrochemical potential represents the mean population needs this quantity at its boundary. Inserting $\rho_0/\tau$ there would add $\rho_0/2$ too much per contact. With all angles kept, the excess is no longer exactly $\rho_0/2$. For $\tau\ll1$ the relative difference becomes small.

With all angles kept, the slab was solved numerically at lengths of 10 and 20 mean free paths. The slope remained $0.750$ per mean free path, while the extrapolated intercept of $1/T_{\rm slab}$ was 1.066. Each fully transmitting contact then contributes $0.533\,\rho_0$. This is the value for isotropic scattering, not a new universal bound.

## G. Worked example

Take $n=10^{26}\ \mathrm{m^{-3}}$ and $m=0.2\,m_e$ as round model parameters. Then

$$k_F=(3\pi^2\times10^{26})^{1/3}\ \mathrm{m^{-1}}=1.436\times10^9\ \mathrm{m^{-1}},$$

$$\frac MA=\frac{(1.436\times10^9)^2}{4\pi}\ \mathrm{m^{-2}}=1.641\times10^{17}\ \mathrm{m^{-2}}.$$

Explicit counting in a 100 nm periodic square found 1649 modes against 1641 from the area formula, a difference of 0.5%. Dividing the resistance quantum by the mode density,

$$\rho_0=\frac{12906\ \Omega}{1.641\times10^{17}\ \mathrm{m^{-2}}}
=7.87\times10^{-14}\ \Omega\,\mathrm{m^2}
=7.87\times10^{-10}\ \Omega\,\mathrm{cm^2}.$$

Doubling the density multiplies this by $2^{-2/3}=0.63$, giving $4.96\times10^{-14}\ \Omega\,\mathrm{m^2}$. At $5\times10^{26}\ \mathrm{m^{-3}}$ the bound is $2.69\times10^{-14}\ \Omega\,\mathrm{m^2}$. These densities refer to mobile carriers; inactive dopants do not count.

A contact 20 nm on a side has area $4\times10^{-16}\ \mathrm{m^2}$, about 66 modes per spin, and a least resistance of

$$\frac{7.87\times10^{-14}}{4\times10^{-16}}\ \Omega\approx197\ \Omega .$$

This is an estimate, because the wide-area mode density omits edge corrections and current is assumed to cross the contact uniformly.

The Fermi energy is 0.393 eV, so $k_BT/E_F=0.0658$ at 300 K. The leading thermal correction is $(\pi^2/12)(0.0658)^2=0.36\%$, and quadrature also gives 0.36%. Temperature is a minor matter for these parameters, because a single light valley gives a large $E_F$. In silicon the same density is shared among six heavier valleys, $E_F$ is only about 0.074 eV, and the rise at 300 K is about 10%.

For the abrupt interface take $k_m=1.2\times10^{10}\ \mathrm{m^{-1}}$. At normal incidence, in units of $10^9\,\hbar/m_e$ per metre, $v_s=1.436/0.2=7.18$ and $v_m=12.0$. Hence

$$T=\frac{4(7.18)(12.0)}{(7.18+12.0)^2}=0.937 .$$

The average over modes is lower, $\bar T=0.778$, and

$$\rho_c=\frac{7.87\times10^{-14}}{0.778}\ \Omega\,\mathrm{m^2}=1.01\times10^{-13}\ \Omega\,\mathrm{m^2}.$$

Velocity mismatch alone puts this model contact 29% above the bound. The figure belongs to envelope matching between a zone-centre valley and a free-electron metal; the transmission of a real interface depends on its atomic structure and on the Bloch states on both sides. By contrast, extrapolation with fully transmitting contacts and isotropic scattering would give $0.533\,\rho_0=4.19\times10^{-14}\ \Omega\,\mathrm{m^2}$ per contact. That value lies below $\rho_0$ without contradicting it, because its voltage is referred to the mean population extrapolated from the interior of the semiconductor to the contact, not to the incident population. Further digits are in the numerical output.

## Computed values

```
mobile density n = 1.000e+26 m^-3
effective mass = 0.20 m_e
Fermi wave number kF = 1.4360e+09 m^-1
Fermi energy = 0.3928 eV
resistance quantum h/(2 e^2) = 12906.40 ohm
modes per area, one spin = 1.6409e+17 m^-2
modes counted, 100 nm square = 1649
modes from formula, 100 nm square = 1640.9
modes counted, 1000 nm square = 164093
modes from formula, 1000 nm square = 164085.7
bound rho0 = 7.8656e-14 ohm m^2
bound rho0 = 7.8656e-10 ohm cm^2
bound at n = 2.0e+26 m^-3: 4.9550e-14 ohm m^2
bound at n = 5.0e+26 m^-3: 2.6900e-14 ohm m^2
contact side = 20 nm
modes in this contact, one spin = 65.63
least resistance of this contact = 196.6 ohm
temperature = 300 K
kB T / EF = 0.06581
thermal increase of rho, quadrature = 0.3599 percent
thermal increase of rho, estimate = 0.3563 percent
metal Fermi wave number = 1.20e+10 m^-1
abrupt interface, T at normal incidence = 0.9368
abrupt interface, mean T over modes = 0.7779
abrupt interface resistivity = 1.0111e-13 ohm m^2
lattice test, open semiconductor modes = 3
lattice test, open metal modes = 9
lattice test, random interfaces = 400
lattice test, largest total transmission = 2.5918
lattice test, mean mode-changing share = 0.1662
two-stream slab, slope of 1/T per mean free path = 0.75000
two-stream slab, intercept of 1/T = 1.00000
isotropic slab, slope of 1/T per mean free path = 0.75000
isotropic slab, intercept of 1/T = 1.0657
isotropic slab, one contact / rho0 = 0.5328
extrapolated contact resistivity = 4.1911e-14 ohm m^2
```
